# Charge-Exchange Mean Free Path of an Ion at 10 mTorr

## The problem

A singly charged argon ion moves through argon gas at a pressure $p=10$ mTorr and a temperature $T=300$ K. When it passes close to an atom, an electron may jump from the atom to the ion. The fast particle then continues as a neutral atom, and the slow atom left behind becomes the new ion. Take the cross section for this charge exchange to be $\sigma=5\times10^{-15}\ \mathrm{cm^2}$, independent of energy.

(a) Find the number density $n$ of the gas.

(b) Find the probability $P(x)$ that an ion travels a distance $x$ without charge exchange.

(c) Show that the mean free path is about 0.62 cm.

(d) What fraction of the ions entering a sheath 0.3 cm thick cross it without charge exchange?

(e) How does the mean free path change if the motion of the atoms is included, or if the gas is heated to 500 K at the same pressure?

Treat the gas as ideal and uniform, with atoms placed independently of one another. Until part (e), treat the atoms as being at rest compared with the ion.

## Hints

1. Pressure is the momentum delivered to a wall per unit area and time. This links $p$ to $n$ and $T$. Work in pascals and metres first, and convert the density to $\mathrm{cm^{-3}}$ afterwards.

2. Give each atom a target disc of area $\sigma$. What fraction of a very thin slab of gas do the discs cover, as seen by the approaching ion?

3. The mean free path is the average of the distance to the first exchange. The probability that this exchange falls between $x$ and $x+dx$ is the drop in $P$ over that interval.

4. For part (e), the collision rate depends on the speed of the ion relative to the atoms, while the distance flown depends on the speed of the ion alone.

## Solution

### (a) The gas density

Let the atoms have mass $M$, and let $f(v_x)$ be the normalized distribution of their velocity component towards a wall. Atoms with component $v_x>0$ strike unit area of the wall at the rate $n f(v_x)v_x\,dv_x$. Each one rebounds and delivers the momentum $2Mv_x$. The pressure is therefore

$$
p=2nM\int_0^\infty v_x^2 f(v_x)\,dv_x=nM\langle v_x^2\rangle .
$$

The second equality holds because $f$ is even, so that the integral over positive velocities is half of the full average. In thermal equilibrium each velocity component carries the mean energy $\tfrac12M\langle v_x^2\rangle=\tfrac12kT$. Hence

$$
p=nkT,\qquad n=\frac{p}{kT}.
$$

The pressure of 10 mTorr is 1.33322 Pa, and at 300 K the thermal energy is $kT=4.1419\times10^{-21}$ J. This gives

$$
n=\frac{1.33322\ \mathrm{Pa}}{4.1419\times10^{-21}\ \mathrm{J}}
=3.219\times10^{20}\ \mathrm{m^{-3}}
=3.219\times10^{14}\ \mathrm{cm^{-3}} .
$$

The last step divides by $10^6$, the number of cubic centimetres in a cubic metre.

### (b) The probability of flying a distance $x$

Consider a slab of gas with area $A$ and thickness $dx$, perpendicular to the flight. It contains $nA\,dx$ atoms, whose discs have the total area $nA\sigma\,dx$. For a thin enough slab the overlap of discs is of second order in $dx$ and can be dropped. The probability of an exchange in the slab is the covered fraction of the area,

$$
\frac{nA\sigma\,dx}{A}=n\sigma\,dx .
$$

The disc is a way of counting. A real atom need not exchange charge with certainty inside a sharp boundary. If the exchange probability at impact parameter $b$ is $w(b)$, the cross section is

$$
\sigma=\int_0^\infty w(b)\,2\pi b\,db ,
$$

and the probability per slab is again $n\sigma\,dx$.

Because the atoms are placed independently, an ion that has already flown a distance $x$ meets the next slab with the same probability as a fresh ion. To survive to $x+dx$ it must survive to $x$ and then pass the slab:

$$
P(x+dx)=P(x)\,(1-n\sigma\,dx).
$$

Subtracting $P(x)$ and dividing by $dx$ gives

$$
\frac{dP}{dx}=-n\sigma P .
$$

Dividing by $P$ and integrating from 0, where $P(0)=1$, gives $\ln P=-n\sigma x$, or

$$
P(x)=e^{-n\sigma x}.
$$

### (c) The mean free path

The probability that the first exchange occurs between $x$ and $x+dx$ is $-dP=n\sigma e^{-n\sigma x}dx$. The mean distance is

$$
\lambda=\int_0^\infty x\,n\sigma e^{-n\sigma x}\,dx .
$$

Integrate by parts, using the fact that $n\sigma e^{-n\sigma x}$ is the derivative of $-e^{-n\sigma x}$:

$$
\lambda=\left[-x e^{-n\sigma x}\right]_0^\infty+\int_0^\infty e^{-n\sigma x}\,dx
=0+\frac{1}{n\sigma}.
$$

With the density from part (a),

$$
\lambda=\frac{1}{n\sigma}=\frac{kT}{p\sigma}.
$$

The product in the denominator is

$$
n\sigma=(3.219\times10^{14}\ \mathrm{cm^{-3}})(5\times10^{-15}\ \mathrm{cm^2})
=1.609\ \mathrm{cm^{-1}},
$$

so that

$$
\lambda=\frac{1}{1.609\ \mathrm{cm^{-1}}}=0.62\ \mathrm{cm}=6.2\ \mathrm{mm}.
$$

This is the result to be shown. At fixed temperature and cross section, $p\lambda$ is constant, here 6.2 mTorr cm. The same ion would have a mean free path of 6.2 cm at 1 mTorr and 0.062 cm at 100 mTorr.

### (d) Crossing the sheath

The fraction that crosses a layer of thickness $d$ without exchange is $P(d)=e^{-d/\lambda}$. For $d=0.3$ cm,

$$
P=e^{-0.3/0.6213}=e^{-0.483}=0.617 .
$$

Only about 62% of the ions cross freely, although the sheath is only half a mean free path thick. The other 38% exchange charge at least once. Each such exchange sends a fast neutral atom onward and starts a new, slow ion part of the way down the potential drop. That new ion can gain only the remaining part of the drop.

The mean free path is thus an average, not a range that every ion covers. A fraction $e^{-1}=0.37$ of the ions fly farther than $\lambda$. For a layer with $d\ll\lambda$, expanding the exponential gives the exchange probability $1-P\approx d/\lambda$. For $d\gg\lambda$ hardly any ion crosses without exchange.

These results can be checked without using the exponential law. Atoms with discs of area $\sigma$ were placed at random with density $n$ around 40,000 straight flight paths, and the first disc struck on each path was recorded. The mean distance was 0.6216 cm, and the fraction of flights longer than 0.3 cm was 0.6164. Both agree with the formulas within the statistical scatter. For an exponential distribution the standard deviation equals the mean, so the expected scatter of the simulated mean is $\lambda/\sqrt{40000}$, or 0.5% of $\lambda$.

### (e) Moving atoms and heated gas

Let the ion have velocity $\mathbf v$ and an atom velocity $\mathbf u$. With a constant cross section the collision rate is $n\sigma\langle|\mathbf v-\mathbf u|\rangle$, averaged over the atoms. The ion covers the distance $v$ per unit time, so

$$
\lambda_{\rm moving}=\frac{v}{n\sigma\langle|\mathbf v-\mathbf u|\rangle}.
$$

Split $\mathbf u$ into a component $u_\parallel$ along $\mathbf v$ and a part $u_\perp$ across it. Then

$$
|\mathbf v-\mathbf u|
=v\sqrt{1-\frac{2u_\parallel}{v}+\frac{u_\parallel^2+u_\perp^2}{v^2}} .
$$

For a fast ion, use $\sqrt{1+\epsilon}\approx1+\epsilon/2-\epsilon^2/8$ and keep terms up to second order in $u/v$. The term $-\epsilon^2/8$ contributes $-u_\parallel^2/(2v^2)$, which cancels the $u_\parallel^2$ term from $\epsilon/2$. What remains is

$$
|\mathbf v-\mathbf u|\approx v-u_\parallel+\frac{u_\perp^2}{2v}.
$$

The average of $u_\parallel$ is zero. The transverse part has two components, so $\langle u_\perp^2\rangle=2kT/M$. With the ion energy $E=\tfrac12Mv^2$ and equal masses,

$$
\frac{\langle|\mathbf v-\mathbf u|\rangle}{v}\approx1+\frac{kT}{Mv^2}=1+\frac{kT}{2E}.
$$

For $E=1$ eV and $kT=0.02585$ eV this factor is 1.013, and the path shrinks from 0.621 to 0.613 cm. The approximation of resting atoms is good at this energy. The expansion was derived for $E\gg kT$, but for atoms with a Maxwellian velocity distribution the resulting factor is still accurate to about 1% at $E=1.5\,kT$. It fails for ions much slower than the atoms.

Heating matters much more. At fixed pressure and cross section, $\lambda=kT/(p\sigma)$ is proportional to $T$, because a hotter gas is thinner. At 500 K,

$$
\lambda=0.6213\ \mathrm{cm}\times\frac{500}{300}=1.04\ \mathrm{cm}.
$$

If the gas were sealed in a fixed volume instead, its density would not change on heating, and neither would this estimate of $\lambda$.

### The result beside a real plasma reactor

The pressure and sheath thickness are rough values in the regime of a low-pressure argon plasma etcher. The assumption of a gas at room temperature can fail there, because the discharge heats the gas. For the rough value of 500 K used above, the path rises by two thirds at the same pressure reading. The model also leaves out elastic collisions that deflect an ion without exchanging charge, so 0.62 cm is not the path between collisions of every kind. In a gas mixture, the density in the formula must be that of the ion's parent atoms, and collisions with other species need their own cross sections. The constant cross section is a further approximation, which the two variations examine at low and at high ion energy.

## Variation 1: a slow ion

**Question.** A slow ion polarizes an atom and attracts it. Below what ion energy does the cross section for capture by this attraction exceed $5\times10^{-15}\ \mathrm{cm^2}$? Take a rough polarizability volume $\alpha=1.6$ Å$^3$ for argon, and atoms at rest.

**Solution.** At distance $r$ the ion's field is $F=e/(4\pi\varepsilon_0r^2)$. The energy of the dipole it induces is $-\tfrac12(4\pi\varepsilon_0\alpha)F^2$, so

$$
U(r)=-\frac{C_4}{r^4},\qquad C_4=\frac{\alpha e^2}{8\pi\varepsilon_0}=11.52\ \mathrm{eV\,Å^4}.
$$

For two equal masses the reduced mass is $M/2$, and the energy of relative motion is $E_{\rm rel}=E/2$. At impact parameter $b$ the centrifugal energy is $E_{\rm rel}b^2/r^2$. With $s=1/r^2$ the effective potential becomes

$$
U_{\rm eff}=E_{\rm rel}b^2s-C_4s^2 .
$$

Its derivative vanishes at $s=E_{\rm rel}b^2/(2C_4)$, where the barrier has the height $E_{\rm rel}^2b^4/(4C_4)$. The particles pass over the barrier and come close together if this height is less than $E_{\rm rel}$. The limiting impact parameter therefore obeys $b_c^4=4C_4/E_{\rm rel}$, and the capture cross section is

$$
\sigma_c=\pi b_c^2=2\pi\sqrt{\frac{C_4}{E_{\rm rel}}}.
$$

At $E=1$ eV, $\sigma_c=2\pi\sqrt{11.52/0.5}$ Å$^2=3.0\times10^{-15}\ \mathrm{cm^2}$, which is below $\sigma$. Setting $\sigma_c=\sigma=50$ Å$^2$ gives

$$
E=2E_{\rm rel}=2C_4\left(\frac{2\pi}{\sigma}\right)^2=0.36\ \mathrm{eV}.
$$

Within this model, close encounters below this energy are more frequent than the exchanges assumed in the problem. The number is only an order-of-magnitude guide for argon. At $b=b_c$ the barrier lies at $r=b_c/\sqrt2$, which is 2.2 Å at 1 eV, 2.8 Å at 0.36 eV and 3.9 Å at 0.1 eV. At such distances the electron clouds overlap. The splitting $\Delta$ of Variation 2 is of order 1 eV near 2.8 Å, larger than the polarization energy of 0.18 eV there, so the pure $-C_4/r^4$ potential no longer describes the interaction. It becomes reliable only at lower energies, where the barrier lies farther out. At $E=0.1$ eV, $\sigma_c=9.5\times10^{-15}\ \mathrm{cm^2}$ and the mean path between captures is 0.33 cm. Thermal motion of the atoms does not change this capture path: $\sigma_c$ varies as the inverse of the relative speed, so the rate $n\sigma_c|\mathbf v-\mathbf u|$ is the same for every atom velocity.

A capture is not the same as a charge exchange. If the electron is equally likely to end on either particle, half of the captures exchange charge, and the exchange path due to captures alone is twice as long, about 0.65 cm at 0.1 eV. Exchange also occurs without capture. At 0.1 eV the capture radius $b_c=5.5$ Å lies inside the exchange radius of about 6.2 Å that the straight-flight estimate of Variation 2 gives, and that estimate puts the exchange path near 0.51 cm. The value of 0.62 cm is then somewhat too long as an exchange path, and it does not count the captures that deflect the ion without exchanging charge.

A new ion starts slowly, so it matters how soon it leaves this range. In a sheath with a rough drop of 200 V over 0.3 cm, the mean field is 667 V/cm, and the ion gains 0.36 eV in about $5\times10^{-4}$ cm. The field is weaker near the plasma edge, where the distance is longer. In a presheath with a rough field of 1 V/cm the distance is 0.36 cm, more than half of $\lambda$. There the slow-ion collisions cannot be ignored.

## Variation 2: a fast ion

**Question.** Suppose that $\sigma=5\times10^{-15}\ \mathrm{cm^2}$ holds at 1 eV. Estimate the mean free path of a 200 eV ion in the gas at 300 K. Take a rough ionization energy $I=15.8$ eV.

**Solution.** The electron can sit on either of two identical ions. Its stationary states are the even and odd combinations of these two positions, separated by an energy $\Delta$. If the electron starts on one side, the difference in phase between the combinations moves it to the other side with probability $\sin^2\varphi$, where $\varphi=\int\Delta\,dt/(2\hbar)$ along the flight.

Outside an atom the electron's wave function falls off as $e^{-\gamma r}$, with $\gamma=\sqrt{2m_eI}/\hbar=2.04$ Å$^{-1}$. Halfway between two centres a distance $r$ apart, the product of the two tails is $e^{-\gamma r/2}e^{-\gamma r/2}=e^{-\gamma r}$, and $\Delta$ follows this decay. The time spent near closest approach is proportional to $1/v$. Leaving out slowly varying prefactors, and taking a straight flight,

$$
\varphi(b)\propto\frac{e^{-\gamma b}}{v}.
$$

At small $b$ the phase is large and $\sin^2\varphi$ oscillates about one half. Beyond some radius $R$ the phase is small and exchange becomes unlikely. Hence

$$
\sigma\approx\int_0^R\frac12\,2\pi b\,db=\frac{\pi R^2}{2}.
$$

At 1 eV this gives $R_1=\sqrt{2\times50/\pi}$ Å $=5.64$ Å. The edge lies at a fixed value of the phase, so $e^{-\gamma R_1}/v_1=e^{-\gamma R_2}/v_2$. Taking logarithms,

$$
R_2=R_1-\frac1\gamma\ln\frac{v_2}{v_1}
=5.64\ \mathrm{Å}-\frac{\tfrac12\ln200}{2.036}\ \mathrm{Å}=4.34\ \mathrm{Å}.
$$

The factor $\tfrac12$ appears because speed varies as the square root of energy. The new cross section is $\pi R_2^2/2\approx3.0\times10^{-15}\ \mathrm{cm^2}$, and the path is

$$
\lambda\approx1.0\ \mathrm{cm}.
$$

The sharp edge can be checked by integrating $\sin^2\varphi$ over all impact parameters with this exponential phase. The phase at the edge must first be fixed. The choice $\varphi(R_1)=0.28$ at 1 eV makes the integral there $4.97\times10^{-15}\ \mathrm{cm^2}$, close to the given $\sigma$, so the agreement at 1 eV is not a test. With the phase then reduced by the factor $v_1/v_2$, the integral at 200 eV is $2.93\times10^{-15}\ \mathrm{cm^2}$, close to the sharp-edge estimate. This supports the use of a sharp edge at a fixed phase, but it does not test the neglected prefactors. The single splitting $\Delta$ is also a simplification. The missing electron of the argon ion comes from a p shell, and orbitals pointing along the axis between the nuclei split much more strongly than those across it, so $R$ is an effective average over two different edges.

If the 200 eV value applied throughout the 0.3 cm sheath, 75% of the ions would cross without exchange, instead of 62%. An ion that enters with at least 1 eV and reaches at most 200 eV has a cross section between the two values all along its way. Within this estimate, its crossing probability therefore lies between 62% and 75%. The constant cross section exaggerates the number of exchanges in the sheath, but it gives the right scale. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
Pressure: 10.0 mTorr = 1.33322 Pa
Gas temperature: 300 K
Boltzmann constant: 1.380649e-23 J/K
Thermal energy kT: 4.1419e-21 J
Thermal energy kT: 0.02585 eV
Charge-exchange cross section: 5.0e-15 cm^2
Gas density: 3.2188e+14 cm^-3
Collisions per unit path n sigma: 1.6094 cm^-1
Mean free path: 0.6213 cm = 6.21 mm
Pressure times path: 6.213 mTorr cm
Simulated ions: 40000
Simulated mean free path: 0.6216 cm
Sheath thickness (rough): 0.30 cm
Fraction crossing without exchange: 0.6170
Simulated crossing fraction: 0.6164
Fraction flying beyond one mean path: 0.3679
Heated gas temperature (rough): 500 K
Mean free path in heated gas: 1.036 cm
Relative-speed factor at 1 eV: 1.0129
Path at 1 eV with moving atoms: 0.6134 cm
Polarizability (rough): 1.6 angstrom^3
Attraction constant C4: 11.52 eV angstrom^4
Capture cross section at 1 eV: 3.02e-15 cm^2
Lab energy where capture equals sigma: 0.364 eV
Slow-ion example energy: 0.1 eV
Slow-ion capture sigma: 9.54e-15 cm^2
Slow-ion capture path, atoms at rest: 0.326 cm
Sheath voltage (rough): 200 V
Mean sheath field: 667 V/cm
Distance to crossover, sheath: 5.46e-04 cm
Presheath field (rough): 1.0 V/cm
Distance to crossover, presheath: 0.36 cm
Ionization energy (rough): 15.8 eV
Exchange decay constant gamma: 2.036 per angstrom
Exchange radius at 1 eV: 5.64 angstrom
Exchange radius at 200 eV: 4.34 angstrom
Estimated sigma at 200 eV: 2.96e-15 cm^2
Integrated sigma at 1 eV: 4.97e-15 cm^2
Integrated sigma at 200 eV: 2.93e-15 cm^2
Estimated path at 200 eV: 1.05 cm
Crossing fraction with that path: 0.751
```
